# Integer Coefficients for Slater Integrals and the Racah Parameters: a numerical check

```python
"""Slater integrals F^k, reduced integrals F_k = F^k / D_k, and Racah A, B, C.

Result under test: 1/D_k is the greatest rational common divisor of the products
c^k(m) c^k(m'), where c^k(m) is the mean of P_k(cos theta) in |Y_lm|^2.  This gives
p: D_2 = 25;  d: D_2 = 49, D_4 = 441;  f: D_2 = 225, D_4 = 1089, D_6 = 184041/25.
For d electrons A = F_0 - 49 F_4, B = F_2 - 5 F_4, C = 35 F_4.
Symbols: l, m orbital quantum numbers; L total orbital quantum number of a term;
x = cos theta; F^k radial Coulomb integrals of one shared radial function.
The example uses the Hartree-Fock 3d orbital of the zinc atom.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.interpolate import CubicSpline
from sympy.physics.wigner import gaunt, wigner_3j, wigner_6j
from pyscf import gto, scf, ao2mo
from pyscf.fci import direct_spin1

x = sp.symbols("x")
SHELL = {1: "p", 2: "d", 3: "f"}


def integrate_polynomial(expression):
    """Exact integral of a polynomial in x from -1 to 1."""
    terms = sp.Poly(expression, x).terms()
    return sum((c * sp.Rational(2, n + 1) for (n,), c in terms if n % 2 == 0),
               sp.Integer(0))


def legendre_derivative(l, m):
    return sp.diff(sp.legendre(l, x), x, m) if m else sp.legendre(l, x)


def norm_squared(l, m):
    return sp.Rational(2 * l + 1, 2) * sp.factorial(l - m) / sp.factorial(l + m)


def angular_mean(l, m, function):
    """Mean of function(x) in the density |Y_lm|^2."""
    m = abs(m)
    density = (1 - x**2)**m * legendre_derivative(l, m)**2
    return norm_squared(l, m) * integrate_polynomial(density * function)


def exchange_factor(l, m1, m2, k):
    """Square of the Gaunt coefficient c^k(l m1, l m2), by direct integration."""
    q = abs(m1 - m2)
    if q > k:
        return sp.Integer(0)
    a, b = abs(m1), abs(m2)
    product = ((1 - x**2)**((a + b + q) // 2) * legendre_derivative(l, a)
               * legendre_derivative(l, b) * legendre_derivative(k, q))
    norms = norm_squared(l, a) * norm_squared(l, b) * norm_squared(k, q)
    return sp.Rational(2, 2 * k + 1) * norms * integrate_polynomial(product)**2


def rational_gcd(values):
    nonzero = [v for v in values if v != 0]
    return sp.Rational(sp.igcd(*[abs(int(v.p)) for v in nonzero]),
                       sp.ilcm(*[int(v.q) for v in nonzero]))


# ---- Gaunt coefficients and the divisors D_k ----
c = {}
D = {}
for l in SHELL:
    for m in range(l + 1):
        moments = [angular_mean(l, m, x**n) for n in (2, 4, 6)[:l]]
        for k in range(0, 2 * l + 1, 2):
            c[l, m, k] = c[l, -m, k] = angular_mean(l, m, sp.legendre(k, x))
        print(f"{SHELL[l]} |m|={m} <x^2>,<x^4>,.. =", ", ".join(map(str, moments)))
        print("   c^2,c^4,.. =",
              ", ".join(str(c[l, m, k]) for k in range(2, 2 * l + 1, 2)))

claimed = {(1, 2): sp.Integer(25), (2, 2): sp.Integer(49), (2, 4): sp.Integer(441),
           (3, 2): sp.Integer(225), (3, 4): sp.Integer(1089),
           (3, 6): sp.Rational(184041, 25)}
for l in SHELL:
    D[l, 0] = sp.Integer(1)
    ms = range(-l, l + 1)
    for k in range(2, 2 * l + 1, 2):
        products = [c[l, a, k] * c[l, b, k] for a in ms for b in ms]
        divisor = rational_gcd(products)
        D[l, k] = 1 / divisor
        assert D[l, k] == claimed[l, k]
        for a in ms:
            for b in ms:
                square = exchange_factor(l, a, b, k)
                by_3j = gaunt(l, k, l, -a, a - b, b)**2 * 4 * sp.pi / (2 * k + 1)
                assert abs(float(square) - float(by_3j)) < 1e-12
                assert (square * D[l, k]).is_integer
        print(f"{SHELL[l]} k={k}: lcm denom. {divisor.q}, gcd num. {divisor.p},"
              f" D_k = {D[l, k]}")


# ---- term energies of l^2 from diagonal sums with M_S = 0 ----
def diagonal_sum(l, M, k):
    """Coefficient of F_k in the sum of J(m1, m2) over m1 + m2 = M."""
    return sum((c[l, a, k] * c[l, M - a, k] * D[l, k]
                for a in range(-l, l + 1) if abs(M - a) <= l), sp.Integer(0))


term = {}
for l in SHELL:
    for L in range(2 * l + 1):
        for k in range(0, 2 * l + 1, 2):
            value = diagonal_sum(l, L, k) - diagonal_sum(l, L + 1, k)
            term[l, L, k] = value
            assert value.is_integer
            racah_algebra = ((-1)**L * (2 * l + 1)**2
                             * wigner_3j(l, k, l, 0, 0, 0)**2
                             * wigner_6j(l, l, L, l, l, k))
            assert abs(float(value / D[l, k]) - float(racah_algebra)) < 1e-12

F0, F2, F4, A, B, C = sp.symbols("F_0 F_2 F_4 A B C")
names = {L: ("3" if L % 2 else "1") + "SPDFG"[L] for L in range(5)}
d_energy = {}
for L in (4, 3, 2, 1, 0):
    total = sum(diagonal_sum(2, L, k) * f for k, f in ((0, F0), (2, F2), (4, F4)))
    d_energy[L] = sum(term[2, L, k] * f for k, f in ((0, F0), (2, F2), (4, F4)))
    print(f"d^2 S({L}) = {total};  E({names[L]}) = {d_energy[L]}")

# ---- Racah parameters: three defining terms, two terms left as checks ----
solution = sp.solve([A - 8 * B - d_energy[3], A + 7 * B - d_energy[1],
                     A + 4 * B + 2 * C - d_energy[4]], [A, B, C], dict=True)[0]
assert sp.expand((A - 3 * B + 2 * C).subs(solution) - d_energy[2]) == 0
assert sp.expand((A + 14 * B + 7 * C).subs(solution) - d_energy[0]) == 0
assert sp.expand(solution[A] - (F0 - 49 * F4)) == 0
assert sp.expand(solution[B] - (F2 - 5 * F4)) == 0
assert sp.expand(solution[C] - 35 * F4) == 0
for parameter in (A, B, C):
    print(f"Racah {parameter} = {sp.expand(solution[parameter])}")

# ---- zinc atom: one common 3d radial function from Hartree-Fock ----
mol = gto.M(atom="Zn 0 0 0", basis="def2-tzvp", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-11
hf_energy = mf.kernel()
assert mf.converged
density_matrix = mf.make_rdm1()
offsets = mol.ao_loc_nr()
d_start = np.array([offsets[b] + 5 * i for b in range(mol.nbas)
                    if mol.bas_angular(b) == 2 for i in range(mol.bas_nctr(b))])
blocks = [density_matrix[np.ix_(d_start + i, d_start + i)] for i in range(5)]
assert max(np.abs(block - blocks[0]).max() for block in blocks) < 1e-4
weights, vectors = np.linalg.eigh(np.mean(blocks, axis=0))
radial_coefficients = vectors[:, -1]
overlap = mol.intor("int1e_ovlp")[np.ix_(d_start, d_start)]
radial_coefficients = radial_coefficients / np.sqrt(
    radial_coefficients @ overlap @ radial_coefficients)
orbitals = np.zeros((mol.nao_nr(), 5))
for i in range(5):
    orbitals[d_start + i, i] = radial_coefficients

# On the z axis the m = 0 orbital equals R(r) * sqrt(5 / (4 pi)).
log_r = np.linspace(np.log(1e-4), np.log(40.0), 4001)
r = np.exp(log_r)
points = np.column_stack([np.zeros_like(r), np.zeros_like(r), r])
R = mol.eval_gto("GTOval_sph", points) @ orbitals[:, 2] / np.sqrt(5 / (4 * np.pi))
P2 = (r * R)**2


def cumulative(values):
    return CubicSpline(log_r, values * r).antiderivative()(log_r)


assert abs(cumulative(P2)[-1] - 1) < 1e-7
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
eV_to_cm = constants.physical_constants[
    "electron volt-inverse meter relationship"][0] / 100
slater = {k: 2 * hartree_eV * cumulative(P2 * r**(-k - 1.0)
                                         * cumulative(P2 * r**k))[-1]
          for k in (0, 2, 4)}
reduced = {k: slater[k] / float(D[2, k]) for k in slater}
values = {F0: reduced[0], F2: reduced[2], F4: reduced[4]}
racah = {p: float(solution[p].subs(values)) for p in (A, B, C)}
energies = {L: float(d_energy[L].subs(values)) for L in d_energy}

# Independent road: Gaussian two-electron integrals, then diagonalization.
eri = ao2mo.kernel(mol, orbitals, compact=False).reshape(5, 5, 5, 5)
J00 = hartree_eV * eri[2, 2, 2, 2]
J00_formula = sum(float(c[2, 0, k])**2 * slater[k] for k in slater)
assert abs(J00 - J00_formula) < 1e-5
two_electron = hartree_eV * eri.transpose(0, 2, 1, 3).reshape(25, 25)
spectrum = np.linalg.eigvalsh(two_electron)
predicted = np.sort(np.concatenate([[energies[L]] * (2 * L + 1) for L in energies]))
deviation_d2 = np.abs(spectrum - predicted).max()
assert deviation_d2 < 1e-5

# Eight electrons (two holes): full Hamiltonian with M_S = 0.
absorbed = direct_spin1.absorb_h1e(np.zeros((5, 5)), eri, 5, (4, 4), 0.5)
columns = [direct_spin1.contract_2e(absorbed, unit.reshape(5, 5).copy(), 5,
                                    (4, 4)).ravel() for unit in np.eye(25)]
hole_spectrum = hartree_eV * np.linalg.eigvalsh(np.array(columns).T)
deviation_d8 = np.abs((hole_spectrum - hole_spectrum[0])
                      - (predicted - predicted[0])).max()
assert deviation_d8 < 1e-5

print(f"Zn RHF/def2-TZVP total energy = {hf_energy * hartree_eV:.2f} eV")
for k in slater:
    print(f"Zn 3d F^{k} = {slater[k]:.4f} eV")
for k in (2, 4):
    print(f"Zn 3d F_{k} = {reduced[k]:.6f} eV")
for parameter in (A, B, C):
    print(f"Zn 3d Racah {parameter} = {racah[parameter]:.5f} eV")
for parameter in (B, C):
    print(f"Zn 3d Racah {parameter} = {racah[parameter] * eV_to_cm:.0f} cm^-1")
print(f"Zn 3d ratio C/B = {racah[C] / racah[B]:.3f}")
for L in sorted(energies, key=energies.get):
    print(f"Zn 3d^8 {names[L]} above 3F = {energies[L] - energies[3]:.4f} eV")
print(f"J(0,0): integral {J00:.4f}, formula {J00_formula:.4f} eV")
print(f"largest deviation, d^2 spectrum = {deviation_d2:.1e} eV")
print(f"largest deviation, d^8 splittings = {deviation_d8:.1e} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
p |m|=0 <x^2>,<x^4>,.. = 3/5
   c^2,c^4,.. = 2/5
p |m|=1 <x^2>,<x^4>,.. = 1/5
   c^2,c^4,.. = -1/5
d |m|=0 <x^2>,<x^4>,.. = 11/21, 3/7
   c^2,c^4,.. = 2/7, 2/7
d |m|=1 <x^2>,<x^4>,.. = 3/7, 5/21
   c^2,c^4,.. = 1/7, -4/21
d |m|=2 <x^2>,<x^4>,.. = 1/7, 1/21
   c^2,c^4,.. = -2/7, 1/21
f |m|=0 <x^2>,<x^4>,.. = 23/45, 13/33, 49/143
   c^2,c^4,.. = 4/15, 2/11, 100/429
f |m|=1 <x^2>,<x^4>,.. = 7/15, 53/165, 101/429
   c^2,c^4,.. = 1/5, 1/33, -25/143
f |m|=2 <x^2>,<x^4>,.. = 1/3, 5/33, 35/429
   c^2,c^4,.. = 0, -7/33, 10/143
f |m|=3 <x^2>,<x^4>,.. = 1/9, 1/33, 5/429
   c^2,c^4,.. = -1/3, 1/11, -5/429
p k=2: lcm denom. 25, gcd num. 1, D_k = 25
d k=2: lcm denom. 49, gcd num. 1, D_k = 49
d k=4: lcm denom. 441, gcd num. 1, D_k = 441
f k=2: lcm denom. 225, gcd num. 1, D_k = 225
f k=4: lcm denom. 1089, gcd num. 1, D_k = 1089
f k=6: lcm denom. 184041, gcd num. 25, D_k = 184041/25
d^2 S(4) = F_0 + 4*F_2 + F_4;  E(1G) = F_0 + 4*F_2 + F_4
d^2 S(3) = 2*F_0 - 4*F_2 - 8*F_4;  E(3F) = F_0 - 8*F_2 - 9*F_4
d^2 S(2) = 3*F_0 - 7*F_2 + 28*F_4;  E(1D) = F_0 - 3*F_2 + 36*F_4
d^2 S(1) = 4*F_0 - 56*F_4;  E(3P) = F_0 + 7*F_2 - 84*F_4
d^2 S(0) = 5*F_0 + 14*F_2 + 70*F_4;  E(1S) = F_0 + 14*F_2 + 126*F_4
Racah A = F_0 - 49*F_4
Racah B = F_2 - 5*F_4
Racah C = 35*F_4
Zn RHF/def2-TZVP total energy = -48376.59 eV
Zn 3d F^0 = 29.0599 eV
Zn 3d F^2 = 13.2934 eV
Zn 3d F^4 = 8.2428 eV
Zn 3d F_2 = 0.271295 eV
Zn 3d F_4 = 0.018691 eV
Zn 3d Racah A = 28.14404 eV
Zn 3d Racah B = 0.17784 eV
Zn 3d Racah C = 0.65419 eV
Zn 3d Racah B = 1434 cm^-1
Zn 3d Racah C = 5276 cm^-1
Zn 3d ratio C/B = 3.679
Zn 3d^8 3F above 3F = 0.0000 eV
Zn 3d^8 1D above 3F = 2.1976 eV
Zn 3d^8 3P above 3F = 2.6676 eV
Zn 3d^8 1G above 3F = 3.4424 eV
Zn 3d^8 1S above 3F = 8.4918 eV
J(0,0): integral 30.8180, formula 30.8180 eV
largest deviation, d^2 spectrum = 1.1e-10 eV
largest deviation, d^8 splittings = 1.3e-10 eV
ALL CHECKS PASSED
```
